\section*{Why the small-roughness series for mean wire resistance works despite divergence}

\section{Two averages under one name}

\textbf{Q:} I measure line widths, find them close to Gaussian, and correct the mean wire resistance with a series in the relative roughness. A colleague objects that the average of $1/w$ over a Gaussian does not exist. The series still agrees with my simulations. What is it computing?

\textbf{A:} We first need the model. A wire of length $L$, thickness $t$ and uniform resistivity $\rho$ has local width $w(x)=w_0u(x)$, with $u=1+e$. The deviation $e$ is a stationary Gaussian process of zero mean and standard deviation $s=\sigma/w_0$. If the width varies slowly along the wire, slices add in series:
\begin{equation}
R=\frac{\rho}{t}\int_0^L\frac{dx}{w(x)},\qquad
\frac{R}{R_0}=\frac1L\int_0^L\frac{dx}{u(x)},\qquad R_0=\frac{\rho L}{t\,w_0}.
\end{equation}
Averaging is linear, so the mean of $R/R_0$ needs only the average of $1/u$ at a point. The density of $u$ is
\begin{equation}
p(u)=\frac{1}{s\sqrt{2\pi}}\,e^{-(u-1)^2/(2s^2)} .
\end{equation}
Your colleague is right about this density. Between a small cutoff $c$ and a fixed $\delta>c$,
\begin{equation}
\int_c^\delta\frac{p(u)}{u}\,du=p(0)\ln\frac{\delta}{c}+\int_c^\delta\frac{p(u)-p(0)}{u}\,du .
\end{equation}
The last integral stays finite as $c\to0$, because $p$ is differentiable at zero. The first term grows without limit. Negative $u$ gives a matching negative infinity, so the signed average is undefined and the average of $1/|u|$ is infinite.

\textbf{Q:} What does that infinity mean for a wire?

\textbf{A:} It means an open circuit. Where a smooth profile falls through zero, $w$ is linear in distance and $\int dx/w$ diverges logarithmically. An ohmmeter reports such a wire as broken, and you leave it out of the mean. The measured quantity is therefore a conditional mean. Let us keep a wire if $u(x)\ge c$ everywhere on it, with $0<c<1/2$, and call the kept mean $M$ and the rejected fraction $q$. The series approximates $M$.

\section{From the series to the kept mean}

\textbf{Q:} But the series comes from expanding $1/(1+e)$, which requires $|e|<1$. A Gaussian does not respect that.

\textbf{A:} We can stop the expansion before convergence is needed. The finite geometric sum is
\begin{equation}
P_N(e)=\sum_{k=0}^{2N-1}(-e)^k=\frac{1-e^{2N}}{1+e},
\qquad\text{so}\qquad
\frac1u=P_N(e)+\frac{e^{2N}}{u},
\label{id}
\end{equation}
for every $u\neq0$. Over the full Gaussian the odd moments vanish. Since $e\,p=-s^2\,dp/de$, integration by parts gives $E[e^{2n}]=(2n-1)s^2E[e^{2n-2}]$, hence $E[e^{2n}]=(2n-1)!!\,s^{2n}$ and
\begin{equation}
E[P_N]=S_N=\sum_{n=0}^{N-1}(2n-1)!!\,s^{2n}=1+s^2+3s^4+15s^6+\cdots,
\end{equation}
with $(-1)!!=1$. Now average Eq.~(\ref{id}) over kept wires. Write $A$ for the event that a wire is kept, $\bar A$ for its rejection, and $E[f;A]$ for the average of $f$ counted as zero outside $A$. At any point $x$,
\begin{equation}
(1-q)M=S_N-E[P_N;\bar A]+E[e^{2N}/u;A].
\end{equation}
Subtracting $(1-q)S_N$ from both sides and dividing by $1-q$ gives
\begin{equation}
M-S_N=\frac{qS_N-E[P_N;\bar A]+E[e^{2N}/u;A]}{1-q}.
\end{equation}
Strictly, $M$ here may depend on $x$ near the wire ends. The bounds below hold at each $x$, so they also hold for the average along the wire.

\textbf{Q:} How large are the two unknown averages?

\textbf{A:} $P_N$ has $2N$ terms. Each has magnitude at most 1 if $|e|\le1$, and at most $|e|^{2N-1}$ otherwise. Therefore
\begin{equation}
\bigl|E[P_N;\bar A]\bigr|\le 2Nq+2N\tau,\qquad \tau=E\bigl[|e|^{2N-1};\,|e|>1\bigr].
\end{equation}
The other average is positive, and a kept wire has $u\ge c$ at $x$, so replacing $A$ by that weaker condition can only enlarge it. Where $u\ge1/2$ we have $1/u\le2$. Where $c\le u<1/2$ we have $e^{2N}<1$ and $p(u)\le p(1/2)$. Thus
\begin{equation}
0\le E[e^{2N}/u;A]\le B=2(2N-1)!!\,s^{2N}+p(\tfrac12)\ln\frac{1}{2c},
\end{equation}
and altogether
\begin{equation}
|M-S_N|\le\frac{qS_N+2N(q+\tau)+B}{1-q}.
\label{bound}
\end{equation}
The cutoff enters $B$ through a logarithm multiplied by an exponentially small density. That is why a sum containing no cutoff can describe a mean that depends on one.

\textbf{Q:} I still need the rejected fraction. A long wire has many chances to become narrow.

\textbf{A:} A rejected wire either starts below $c$ or crosses $c$ downwards somewhere. Take the width correlation as $\sigma^2e^{-(x/\xi)^2}$, which describes a smooth profile. Real edges are often rougher at short distances and can then cross $c$ more often than this estimate says. The slope variance is minus the second derivative of the assumed correlation at zero, so $u'$ has standard deviation $\sqrt2\,s/\xi$. At one point $u'$ is independent of $u$: their covariance is half the derivative of a constant variance, hence zero, and for a Gaussian process the two are jointly Gaussian. In a step $dx$, a profile with slope $u'<0$ crosses $c$ if it starts within $|u'|dx$ above it. The mean crossing rate is therefore
\begin{equation}
\nu=p(c)\,E[\max(-u',0)]=p(c)\,\frac{\sqrt2\,s}{\xi\sqrt{2\pi}}
=\frac{\sqrt2}{2\pi\xi}\,e^{-(1-c)^2/(2s^2)} .
\end{equation}
The probability of at least one crossing cannot exceed the mean number, so $q\le P(u<c)+L\nu$.

\section{Numbers for a rough copper line}

\textbf{Q:} Put in a narrow copper line: width 16 nm, $\sigma=1.6$ nm, thickness 32 nm, length 10 $\mu$m, correlation length 25 nm, resistivity 8 $\mu\Omega$\,cm. I would reject anything that narrows below 4.8 nm.

\textbf{A:} Then $s=0.1$ and $c=0.3$. With $8~\mu\Omega$\,cm $=80~\Omega$\,nm,
\begin{equation}
R_0=\frac{80\times10^4}{16\times32}~\Omega=1562.5~\Omega .
\end{equation}
The corrections are $s^2R_0=15.6~\Omega$, $3s^4R_0=0.47~\Omega$ and $15s^6R_0=0.02~\Omega$. Three terms, $S_3=1+s^2+3s^4=1.0103$, give $1578.6~\Omega$.

The bound on the rejected fraction is $q\le2.1\times10^{-9}$. In Eq.~(\ref{bound}) with $N=3$, the bulk part of $B$ is $2\times15s^6=3.0\times10^{-5}$ and the narrow part is $0.8\times10^{-5}$. The error of $S_3$ is thus at most $3.8\times10^{-5}$ of $R_0$, or $0.06~\Omega$. Numerical quadrature over the Gaussian truncated at $c$ gives 1.010316. The difference from $S_3$ is $1.6\times10^{-5}$, close to the first omitted term, $1.5\times10^{-5}$.

\textbf{Q:} And the divergence?

\textbf{A:} Its coefficient is $p(0)=7.7\times10^{-22}$. For $p(0)\ln(1/c)$ to equal $s^2$, we would need $\ln(1/c)=1.3\times10^{19}$. A cutoff at 0.1 nm, already below atomic size, has $\ln(1/c)=\ln160\approx5$. The divergence is a true property of the formula, but it draws on widths that no wire can have.

This also explains your simulations. A sampled point has negative width with probability $7.6\times10^{-24}$. I simulated 3000 periodic wires with these parameters, sampled every 5 nm, by Fourier filtering of random numbers. That is six million points, and the mean was $R/R_0=1.01039\pm0.00012$ (one standard error). Such a sample estimates the kept mean and cannot reveal the infinity.

\section{Where the series stops helping}

\textbf{Q:} If three terms are good, are thirty better?

\textbf{A:} Up to a point. For fixed $c$, $N$ and $L/\xi$, write
\begin{equation}
M-S_N=(2N-1)!!\,s^{2N}+(M-S_{N+1}).
\end{equation}
By Eq.~(\ref{bound}), the bracket is of order $s^{2N+2}$ plus exponentially small parts. As $s\to0$ the error therefore approaches the first omitted term. This is what makes the series asymptotic to $M$.

At fixed $s$, however, successive terms have the ratio $(2n+1)s^2$, which eventually exceeds 1. The reason lies in the moments. The integrand $e^{2n}p$ is largest where
\begin{equation}
\frac{d}{de}\left(2n\ln|e|-\frac{e^2}{2s^2}\right)=\frac{2n}{e}-\frac{e}{s^2}=0,
\qquad |e|=s\sqrt{2n}.
\end{equation}
At $n=1/(2s^2)$ this peak reaches $|e|=1$, which on the narrow side is zero width. Using $(2n-1)!!=(2n)!/(2^nn!)$ and Stirling's formula, the term there is
\begin{equation}
(2n-1)!!\,s^{2n}\simeq\sqrt2\left(\frac{2n}{e_0}\right)^n\frac{1}{(2n)^n}
=\sqrt2\,e_0^{-n}=\sqrt2\,e^{-1/(2s^2)},
\end{equation}
where $e_0=2.718\ldots$ is written to avoid confusion with the deviation. The smallest term and $p(0)$ contain the same exponential. For $s=0.1$ the smallest term is at $n=50$ and equals $2.7\times10^{-22}$.

\textbf{Q:} So I could reach that accuracy?

\textbf{A:} Not with your cutoff. Rejecting widths below $c$ changes the mean by amounts governed by $e^{-(1-c)^2/(2s^2)}$, here $e^{-24.5}\approx2\times10^{-11}$, and the series knows nothing of $c$. When $c$ is well below $s^2$, the two exponentials become comparable. For $s=0.2$ and $c=0.01$, the smallest terms, $n=12$ and $n=13$, are equal at $5.3\times10^{-6}$, and $S_{12}$ lies $7.8\times10^{-6}$ below the quadrature over the Gaussian truncated point by point. Rejecting whole long wires also removes the narrow flanks of each dip and lowers the mean by roughly a further $1.5\times10^{-5}$, so $S_{12}$ then lies about $8\times10^{-6}$ above $M$. Either way the error is of the order of the smallest term.

\textbf{Q:} How rough may the line be?

\textbf{A:} Compare the three-term sum with quadrature for two cutoffs, applied here point by point:
\begin{center}
\begin{tabular}{cccc}
$s$ & $S_3$ & $c=0.3$ & $c=0.001$\\
0.05 & 1.0025 & 1.0025 & 1.0025\\
0.10 & 1.0103 & 1.0103 & 1.0103\\
0.20 & 1.0448 & 1.0455 & 1.0463\\
0.30 & 1.1143 & 1.0958 & 1.1566
\end{tabular}
\end{center}
At $s=0.3$ the cutoff moves the mean by 0.061, more than half of the correction at $c=0.3$. No cutoff-free sum can be right for both. The table truncates point by point, which is not the same as rejecting whole wires. Already at $s=0.2$, $c=0.3$, your $L$ and $\xi$ give $L\nu\approx0.2$: about 18\% of wires are rejected, and the kept mean $M$ lies about 0.001 below the tabulated 1.0455, slightly under $S_3$. At $s=0.3$ whole-wire screening becomes severe: with your $L$ and $\xi$, the mean number of crossings of $c=0.3$ is $L\nu\approx90\,e^{-0.49/0.18}\approx6$ per wire. You then need the actual width distribution and the actual rejection rule.

\section{What a real line adds}

\textbf{Q:} Is the $3s^4$ term worth reporting for my copper line?

\textbf{A:} Not by itself. First, individual wires scatter. To leading order $R/R_0-1$ is minus the average of $e$ along the wire, so for $L\gg\xi$ its variance is
\begin{equation}
\frac{s^2}{L^2}\int_0^L\!\!\int_0^L e^{-(x-x')^2/\xi^2}dx\,dx'\simeq\frac{s^2\sqrt\pi\,\xi}{L}.
\end{equation}
The standard deviation is $0.0067R_0=10.4~\Omega$. About $(10.4/0.47)^2\approx490$ wires are needed before the standard error falls to the size of the $3s^4$ term.

Secondly, current must bend. Let $m(x)$ be the centre line and $\eta=(y-m)/w$. A trial current spread uniformly over each section has $J_x=1/w$ and $J_y=(m'+\eta w')/w$ for unit current per unit thickness. It is free of divergence and follows the edges. Because the true current minimises dissipation,
\begin{equation}
\frac{Rt}{\rho}\le\int dx\,w\int_{-1/2}^{1/2}\!d\eta\,(J_x^2+J_y^2)
=\int\frac{dx}{w}\left(1+m'^2+\frac{w'^2}{12}\right),
\end{equation}
since $\eta$ averages to zero and $\eta^2$ to $1/12$. For independent, equally rough edges, $\langle w'^2\rangle=2\sigma^2/\xi^2=0.0082$ and $\langle m'^2\rangle$ is a quarter of that. The slopes are independent of $w$ at the same point, so bending adds at most $0.0028R_0=4.3~\Omega$. That ceiling is nine times the $3s^4$ term, and it is nearly reached: to second order in $\sigma$ the two-dimensional problem gives $s^2\langle kw_0\coth(kw_0)-1\rangle R_0$, averaged over roughness wavenumbers $k$ of variance $2/\xi^2$, which is $0.0024R_0$, nearly $4~\Omega$. It rests on the smooth correlation assumed earlier: extra roughness at short distances steepens the edges and raises it.

\textbf{Q:} And the material itself?

\textbf{A:} Your inputs are rough typical values for a narrow copper interconnect, except that $3\sigma=4.8$ nm is rougher than one would want from a well-controlled process. The assumption of uniform resistivity also fails, because surfaces and grain boundaries scatter more in narrow copper. Take $\rho(w)=\rho_b(1+a\,w_0/w)$ with a rough bulk value $\rho_b=1.7~\mu\Omega$\,cm. Matching $8~\mu\Omega$\,cm at $w_0$ gives $a=8/1.7-1=3.71$. Since $E[u^{-2}]\simeq1+3s^2$,
\begin{equation}
\frac{E[u^{-1}+a\,u^{-2}]}{1+a}\simeq1+\frac{1+3a}{1+a}\,s^2=1+2.57\,s^2 .
\end{equation}
Quadrature with $c=0.3$ gives a total shift of $0.027R_0=42~\Omega$, instead of $16~\Omega$ at uniform resistivity. Charging all the excess resistivity to the width and none to the thickness pushes this number up: sharing the excess in the ratio $1/w_0:1/t$ gives $34~\Omega$. A barrier liner pushes the other way: if the stated section includes 1.5 nm of non-conducting liner on each side and at the bottom, the same $\sigma$ acts on 13 nm of copper, and at the same $R_0$ the shift becomes 51 to $63~\Omega$. It is also a local model, which is doubtful here: the electron mean free path in bulk copper at room temperature is about 40 nm, longer than the 25 nm over which the width varies. Take the $42~\Omega$ as a rough estimate only. The bending estimate above assumes a local Ohm's law too.

Two more effects can match or exceed the $3s^4$ term. A width skewness $\gamma$ adds $-E[e^3]=-\gamma s^3$, which cancels that term at $\gamma=3s=0.3$. A warming of 10 K, at a rough $0.007~\mu\Omega$\,cm/K, adds $14~\Omega$. Nor should the Gaussian tail be used to predict breaks: a missing piece of line can come from a particle or a patterning defect, which this model does not contain.

For this line I would report the $s^2$ correction with its resistivity model, and use the next term of the same model as a measure of what the expansion leaves out. The fourth-order term of $1/u^2$ is $5e^4$, with average $15s^4$, so that next term is $(3+15a)s^4/(1+a)\approx12s^4$, or $1.9~\Omega$. This measures only the truncation of the series. Current bending, nearly $4~\Omega$ in the uniform-resistivity estimate, is larger and has to be reported separately. The $3s^4$ term alone would be the right measure only for uniform resistivity.
